\section*{Perpendicular lattice constant of a coherent Ge film on Si(001)}

\section*{Problem}

A flat germanium film grows coherently on a thick Si(001) substrate. The free lattice constants are $a_s=0.5431$ nm for silicon and $a_f=0.5658$ nm for germanium, and the elastic constants of germanium have the ratio $r=C_{12}/C_{11}=0.376$. Show that linear elasticity gives the film a perpendicular lattice constant $a_\perp=0.583$ nm.

Coherent means that the atomic columns of the substrate continue into the film without dislocations, so that the film has the in-plane lattice constant of silicon. The axes $x$ and $y$ lie in the interface along cube edges, and $z$ points out of the film. The perpendicular constant is four times the spacing of neighbouring (001) atomic planes inside the film, because the cubic cell of the diamond structure contains four such planes.

\section*{Hints}

\begin{enumerate}
\item Strain compares the film with its own stress-free state. Which lattice constant belongs in the denominator?
\item Nothing presses on the top surface. What does this say about the stress components $\sigma_{xz}$, $\sigma_{yz}$ and $\sigma_{zz}$ at the surface, and then, by force balance, deeper in the film?
\item Write Hooke's law for $\sigma_{zz}$ in a cubic crystal. How many compressed directions push the film outward along $z$?
\item Do not assume that the volume is conserved. The elastic constants decide how it changes.
\end{enumerate}

\section*{Solution}

\subsection*{The strain imposed by the substrate}

Take tension as positive. A length $a_f$ in free germanium becomes $a_s$ along both $x$ and $y$, so
\begin{equation}
e_\parallel\equiv e_{xx}=e_{yy}=\frac{a_s-a_f}{a_f},\qquad e_{xy}=0 .
\label{eq:par}
\end{equation}
This is negative, since the film is compressed. The perpendicular strain is unknown:
\begin{equation}
e_\perp\equiv e_{zz}=\frac{a_\perp-a_f}{a_f}.
\label{eq:perpdef}
\end{equation}
The substrate is taken to be so thick that it keeps its own lattice constant. This assumption is checked below.

\subsection*{The condition at the free surface}

The force per area on a plane normal to $z$ has the components $\sigma_{xz}$, $\sigma_{yz}$ and $\sigma_{zz}$. In equilibrium without body forces,
\begin{equation}
\partial_x\sigma_{ix}+\partial_y\sigma_{iy}+\partial_z\sigma_{iz}=0,
\qquad i=x,y,z .
\end{equation}
A flat film is uniform along $x$ and $y$, so the first two terms vanish and $\sigma_{iz}$ does not depend on $z$. It is zero at the free surface, and hence zero throughout the film:
\begin{equation}
\sigma_{xz}=\sigma_{yz}=\sigma_{zz}=0 .
\label{eq:free}
\end{equation}
The in-plane stresses $\sigma_{xx}$ and $\sigma_{yy}$ are not zero. The substrate supplies them by holding the film at the wrong width.

\subsection*{Hooke's law}

Reflection in the plane $x=0$ is a symmetry of the cubic elastic constants. It reverses the sign of $e_{xz}$ but leaves $e_{xx}$, $e_{yy}$, $e_{zz}$ and $e_{yz}$ unchanged. The stress $\sigma_{xz}$ also changes sign, so it cannot contain any of these unchanged strains. It could contain $e_{xy}$, but reflection in $y=0$ reverses $e_{xy}$ and not $\sigma_{xz}$, which rules that out too. What remains is
\begin{equation}
\sigma_{xz}=2C_{44}\,e_{xz},\qquad \sigma_{yz}=2C_{44}\,e_{yz},
\end{equation}
where the second relation follows by exchanging $x$ and $y$. A stable crystal has $C_{44}>0$, so Eq.~\eqref{eq:free} gives $e_{xz}=e_{yz}=0$. The film does not tilt, and $C_{44}$ drops out.

The normal stress is
\begin{align}
\sigma_{zz}&=C_{11}e_{zz}+C_{12}(e_{xx}+e_{yy})\nonumber\\
&=C_{11}e_\perp+2C_{12}e_\parallel .
\end{align}
The factor 2 counts the two in-plane directions. Setting $\sigma_{zz}=0$ and dividing by $C_{11}$ gives
\begin{equation}
e_\perp=-2r\,e_\parallel .
\label{eq:ratio}
\end{equation}
The minus sign means that in-plane compression produces perpendicular expansion. Since a ratio of elastic constants enters, the unit of stress does not matter.

Insert Eqs.~\eqref{eq:par} and \eqref{eq:ratio} into Eq.~\eqref{eq:perpdef}:
\begin{align}
a_\perp&=a_f(1+e_\perp)
=a_f\left[1-2r\,\frac{a_s-a_f}{a_f}\right]\nonumber\\
&=a_f+2r(a_f-a_s).
\label{eq:main}
\end{align}

\subsection*{Numbers}

The difference of the lattice constants is $0.5658-0.5431=0.0227$ nm. The strains are
\begin{align}
e_\parallel&=-\frac{0.0227}{0.5658}=-4.012\,\%,\\
e_\perp&=-2(0.376)(-4.012\,\%)=3.017\,\% .
\end{align}
Equation~\eqref{eq:main} then gives
\begin{equation}
a_\perp=0.5658+0.752\times0.0227=0.58287\ \text{nm},
\end{equation}
which rounds to $0.583$ nm, or $5.83$ angstrom, as was to be shown. The atomic planes are $0.1457$ nm apart. The extra digits are kept for the comparisons below; they do not state the accuracy of the model.

\subsection*{Limits and two wrong turns}

If $a_s=a_f$, there is no misfit and $a_\perp=a_f$. If $r=0$, the directions are uncoupled and again $a_\perp=a_f$, although the film is still compressed in the plane.

Constant volume would require $a_s^2a_\perp=a_f^3$, hence $a_\perp=0.6141$ nm. To first order the relative volume change is
\begin{equation}
2e_\parallel+e_\perp=2(1-r)e_\parallel ,
\end{equation}
which vanishes for $r=1$, far from $0.376$. The actual cell has $a_s^2a_\perp/a_f^3=0.9492$: the film loses about 5\,\% of its volume.

Dividing the misfit by $a_s$ instead of $a_f$ gives $0.5836$ nm. The change is of second order in the misfit, but it is enough to turn the third decimal from 3 into 4. This shows that second-order terms deserve a closer look.

\subsection*{How firm is the third decimal?}

Hooke's law is a first-order statement, and 4\,\% is a large elastic strain. Different measures of strain agree to first order and differ in the next. One choice is the Green strain, which compares squared lengths:
\begin{equation}
p=\frac12\left[\frac{a_s^2}{a_f^2}-1\right],\qquad
q=\frac12\left[\frac{a_\perp^2}{a_f^2}-1\right].
\end{equation}
If the energy is quadratic in $p$ and $q$ with the same elastic constants, its minimum lies at $q=-2rp$, so
\begin{equation}
a_\perp=a_f\sqrt{1+2r\left(1-\frac{a_s^2}{a_f^2}\right)}=0.58229\ \text{nm}.
\label{eq:green}
\end{equation}
With logarithmic strain, the same relation reads $\ln(a_\perp/a_f)=-2r\ln(a_s/a_f)$ and gives
\begin{equation}
a_\perp=a_f\left(\frac{a_f}{a_s}\right)^{2r}=0.58349\ \text{nm}.
\end{equation}
Put $a_s/a_f=1+e_\parallel$ and expand both results to second order:
\begin{equation}
\frac{a_\perp}{a_f}\simeq1-2re_\parallel\mp(r+2r^2)e_\parallel^2 ,
\end{equation}
with the upper sign for Green strain and the lower for logarithmic strain. The last term amounts to $0.0006$ nm, which explains why the two values lie almost evenly on either side of $0.58287$ nm.

The crystal itself decides the second-order term through its third-order elastic constants. Let $c_{111}$, $c_{112}$ and $c_{123}$ be these constants divided by $C_{11}$. Adding the cubic terms to the energy changes the equilibrium condition to
\begin{equation}
q+2rp+\tfrac12c_{111}q^2+c_{112}(p^2+2pq)+c_{123}p^2=0 .
\end{equation}
The rough typical values $-5.5$, $-3.0$ and $-0.1$ give $a_\perp=0.58240$ nm. This is close to the Green-strain value because the $c_{111}$ and $c_{112}$ terms, about $-0.0024$ and $+0.0024$, nearly cancel. This cancellation depends on the values of the constants and need not occur in another crystal. Changing $c_{111}$ and $c_{112}$ by 10\,\% and taking $c_{123}$ between $-0.3$ and $+0.1$ moves the result between $0.5820$ and $0.5828$ nm, so the fourth decimal is not fixed, and the value above rounds to $0.582$ nm rather than $0.583$ nm. The linear answer is therefore $0.583$ nm, with an uncertainty of about one unit in the third decimal from nonlinearity.

\subsection*{A check from atomic bonds}

A Keating model describes the same crystal by its bonds. Measure lengths in units of $a_f/4$, so that an undistorted bond vector $\mathbf d_i$ has squared length 3 and two bonds at one atom have scalar product $-1$. Apart from a common factor, the energy is
\begin{equation}
\sum_{\text{bonds}}(\mathbf v_i^2-3)^2+\beta\sum_{\text{angles}}(\mathbf v_i\cdot\mathbf v_j+1)^2 ,
\end{equation}
where $\mathbf v_i$ are the distorted bonds. The value $\beta=0.2932$ reproduces $r=0.376$. Relaxing the crystal at small in-plane strain, with the two sublattices free to shift against each other, gives the slope $e_\perp/e_\parallel=-0.752$, in agreement with $-2r$. Since $\beta$ was fitted to $r$, this tests the relation between the strains, not the value of $r$.

At the full misfit the model gives $0.58229$ nm, the Green-strain value. The reason is that the sublattices do not shift in the relaxed state, so all bonds follow the lattice deformation, and
\begin{equation}
\mathbf v_i\cdot\mathbf v_j-\mathbf d_i\cdot\mathbf d_j=2\,\mathbf d_i\cdot\mathsf E\,\mathbf d_j ,
\end{equation}
where $\mathsf E$ is the Green strain tensor. The energy is then quadratic in $\mathsf E$, as assumed for Eq.~\eqref{eq:green}. The agreement supports the derivation but does not settle the true nonlinearity of germanium.

\subsection*{The thick substrate}

Suppose that a film of thickness $h$ and a wafer of thickness $H\gg h$ have equal elastic moduli, and let $M$ be their common biaxial modulus. Let $m=(a_f-a_s)/a_s$ be the misfit. To first order in $m$, where it does not matter whether $a_s$ or $a_f$ stands in the denominator, the compressed film pushes outward and so loads the wafer in tension with a force $F=Mmh$ per unit width. This force stretches the wafer by $F/(MH)$. It acts at the wafer's face, a distance $H/2$ from its middle, and so also bends it, with curvature
\begin{equation}
\frac{FH/2}{MH^3/12}=\frac{6F}{MH^2} .
\end{equation}
Bending adds a strain $3F/(MH)$ at the face. The total is $4F/(MH)=4mh/H$. It raises the in-plane constant by $4mha_s/H$, so by Eq.~\eqref{eq:main} $a_\perp$ changes by $-2r$ times this amount. For four atomic layers on a $0.5$ mm wafer the change is $-8\times10^{-8}$ nm, which is negligible.

\subsection*{The model beside a real film}

The given lattice constants are those of silicon and germanium near room temperature. Flat growth of Ge on Si(001) typically ends after roughly three to four atomic layers, when islands form, so the uniform film of the problem describes a very thin layer. The following estimates change one condition at a time.
\begin{itemize}
\item Islands or dislocations let the film widen. A uniform in-plane relaxation of 10\,\% changes $a_\perp$ by $-0.0017$ nm.
\item Heating by 500 K, towards growth temperature, changes it by $+0.0025$ nm. This uses rough expansion coefficients of $3.5\times10^{-6}$ K$^{-1}$ for Si and $6.5\times10^{-6}$ K$^{-1}$ for Ge, with $r$ fixed.
\item Silicon can mix into the film during growth. If 10\,\% Si lowers $a_f$ in proportion, by $0.00227$ nm, Eq.~\eqref{eq:main} changes by $-(1+2r)\times0.00227$ nm, about $-0.004$ nm, again with $r$ fixed.
\item An increase of $0.01$ in $r$ adds $0.0005$ nm.
\end{itemize}
Mixing, heating and relaxation can thus each matter more than the rounding of the answer.

In so thin a film the planes are also not equally spaced. The Keating model, applied to four Ge layers on Si with the same force constants for both materials, mean bond lengths at the interface and an unreconstructed surface, gives a Si--Ge spacing of $0.1407$ nm. The three Ge--Ge spacings above it are $0.1458$, $0.1455$ and $0.1464$ nm. The interface gap lies near the mean of the silicon and strained-germanium spacings. The top spacing is the largest only within this model, whose bonds do not strengthen at atoms with missing neighbours. A bond-order (Tersoff) potential on the same unreconstructed surface changes the three lower values by at most $0.0001$ nm but gives about $0.142$ nm for the top one, which makes it the smallest Ge--Ge spacing. Real surfaces also reconstruct, so the top spacing is not predicted here.

\section*{Variation 1: a partly relaxed film}

\textit{Dislocations let the film recover a fraction $R$ of the misfit, so that its in-plane constant is $a_\parallel=a_s+R(a_f-a_s)$. Find $a_\perp$, and find $R$ from a measured $a_\perp$.}

The surface is still free, so Eq.~\eqref{eq:main} holds with $a_s$ replaced by $a_\parallel$, provided that the strain is uniform. Since
\begin{equation}
a_f-a_\parallel=(1-R)(a_f-a_s),
\end{equation}
the result is
\begin{equation}
a_\perp=a_f+2r(1-R)(a_f-a_s).
\end{equation}
For $R=0.10$ this is $0.5658+0.90\times0.01707=0.5812$ nm. The limit $R=0$ is the coherent film, and $R=1$ is free germanium. Solving for $R$ gives
\begin{equation}
R=1-\frac{a_\perp-a_f}{2r(a_f-a_s)} .
\end{equation}
The denominator is $0.01707$ nm, so an error of $0.001$ nm in $a_\perp$ shifts $R$ by about $0.06$. Replacing linear strain by Green or logarithmic strain changes $a_\perp$ of the coherent film by about $0.0006$ nm, which alone shifts $R$ by about $0.035$. A relaxation of a few per cent can therefore not be read reliably from $a_\perp$ with the linear formula; measuring $a_\parallel$ directly avoids the difficulty.

\section*{Variation 2: stored energy and the drive towards islands}

\textit{Find the elastic energy density of the coherent film. How much of it is saved by the perpendicular expansion, and why can a flat film become unstable?}

With no shear strain, the energy density is
\begin{equation}
u=\tfrac12C_{11}(2e_\parallel^2+e_\perp^2)+C_{12}(e_\parallel^2+2e_\parallel e_\perp).
\end{equation}
Use $C_{12}=rC_{11}$ and complete the square in $e_\perp$:
\begin{equation}
u=\tfrac12C_{11}(e_\perp+2re_\parallel)^2+C_{11}(1+r-2r^2)e_\parallel^2 .
\end{equation}
The minimum lies at $e_\perp=-2re_\parallel$, which confirms Eq.~\eqref{eq:ratio} without using forces. The remaining energy is
\begin{equation}
u_{\min}=C_{11}(1-r)(1+2r)e_\parallel^2 .
\end{equation}
If the film were held at $e_\perp=0$, its energy would be $C_{11}(1+r)e_\parallel^2$. The perpendicular expansion saves the fraction
\begin{equation}
\frac{2r^2}{1+r}=\frac{2(0.376)^2}{1.376}\simeq0.21 .
\end{equation}
About four fifths of the energy remains, because the substrate still fixes the width.

An island has free sides and can widen towards its top. If this lowered the in-plane strain uniformly by 10\,\%, the energy density would fall to $0.90^2=0.81$ of its value, a saving of 19\,\%. For islands of one shape and linear size $L$, the elastic saving grows as $L^3$ and the cost of extra surface as $L^2$:
\begin{equation}
\Delta E(L)=A\gamma L^2-Bu_{\min}L^3 ,
\end{equation}
where $\gamma$ is a surface energy per area and $A,B>0$ depend on the shape. Small islands cost energy, while those with $L>A\gamma/(Bu_{\min})$ lower it. Since $u_{\min}\propto e_\parallel^2$, halving the misfit at fixed $\gamma$, shape and elastic constants makes this size four times larger. The estimate leaves out edge energies, the binding of the first layers to the substrate and the dependence of $\gamma$ on strain, which is strong for the facets of real germanium islands and can spoil this scaling, so it explains the drive towards islands but does not predict the thickness at which they appear.

\section*{Computed results}
\begin{verbatim}
substrate lattice constant: 0.5431 nm
free film lattice constant: 0.5658 nm
C12/C11: 0.376
difference a_film - a_sub: 0.0227 nm
in-plane strain: -4.012 %
perpendicular strain: 3.017 %
increase a_perp - a_film: 0.01707 nm
perpendicular constant: 0.58287 nm
rounded: 0.583 nm = 5.83 angstrom
ratio a_perp/a_sub: 1.0732
spacing of atomic planes: 0.1457 nm
cell volume / free volume: 0.9492
mistake, constant volume: 0.6141 nm
mistake, misfit over a_sub: 0.5836 nm
Keating bending/stretching ratio: 0.2932
Keating small-strain slope: -0.75200
formula slope -2 C12/C11: -0.75200
Keating, full misfit: 0.58229 nm
continuum, Green strain: 0.58229 nm
continuum, logarithmic strain: 0.58349 nm
rough C111, C112, C123 over C11: -5.5 -3.0 -0.1
with rough third-order constants: 0.58240 nm
shift for C12/C11 + 0.01: +0.00045 nm
in-plane relaxation assumed: 10 %
a_perp with that relaxation: 0.58116 nm
shift from that relaxation: -0.00171 nm
heating assumed: 500 K
rough expansion, substrate: 3.5e-06 1/K
rough expansion, film: 6.5e-06 1/K
shift from heating: +0.00251 nm
wafer thickness assumed: 0.5 mm
shift from yielding wafer: -8.0e-08 nm
four-layer film, interface spacing: 0.1407 nm
four-layer film, Ge-Ge spacing 1: 0.1458 nm
four-layer film, Ge-Ge spacing 2: 0.1455 nm
four-layer film, Ge-Ge spacing 3: 0.1464 nm
Keating spacing deep in thick film: 0.1456 nm
\end{verbatim}
